\section*{Where the Cahill conductivity of an amorphous memory layer comes from}

\section*{Question}

I am modelling heat flow in a phase-change memory cell and need the lattice thermal conductivity of the amorphous layer. I have the atomic density $n=3\times10^{28}\ \mathrm{m^{-3}}$ and the longitudinal and transverse sound speeds $v_L=2250$ m/s and $v_T=1350$ m/s. I am told that the Cahill model then gives a conductivity near 0.27 W/(m\,K).

My attempt was to give every vibration the heat capacity $k_B$ and a mean free path of one atomic spacing, $n^{-1/3}$. Kinetic theory then gives
\[
\kappa=\tfrac13 k_B n^{2/3}(v_L+2v_T),
\]
which comes out too small. What is the right coefficient, and where does it come from? At what temperature does 0.27 hold? And is this ``minimum'' conductivity really a lower bound?

\section*{Answer}

Your scaling with density and speed is right for high temperature. What differs is the mean free path: in the Cahill model it is half a wavelength, so it varies from mode to mode.

\subsection*{Assumptions}

The solid is isotropic, with one longitudinal and two transverse branches, each obeying $\omega=v_ik$. Each branch holds as many modes as there are atoms (atoms, not formula units), so the three branches contain all $3n$ vibrations per volume. A vibration keeps its energy for half a period on average, with exponentially distributed times between scatterings. The distribution matters: if every flight lasted exactly half a period, the mean time since the last scattering would be half as long and the conductivity found below would be halved. Electrons carry no heat. I use atomic units in the algebra, so $\hbar=1$, but keep $k_B$ because $T$ is in kelvin.

\subsection*{Counting the modes}

In a periodic box of volume $V$ the wavevectors have density $V/(2\pi)^3$. The number per volume with magnitude below $k$ is
\[
\frac{1}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{6\pi^2},
\]
and its derivative, $k^2/(2\pi^2)$, is the number per volume and per unit $k$. Setting the total equal to $n$ fixes the cutoff:
\[
k_D=(6\pi^2n)^{1/3},\qquad k_B\Theta_i=v_ik_D .
\]
The second relation defines the Debye temperature of branch $i$. In SI units its right side is $\hbar v_ik_D$.

\subsection*{Heat carried by one mode}

The thermal energy of a mode is $\epsilon=\omega/(e^x-1)$ with $x=\omega/(k_BT)$. Since $dx/dT=-x/T$, its heat capacity is
\[
c=\frac{d\epsilon}{dT}=\frac{\omega e^x}{(e^x-1)^2}\,\frac{x}{T}
=k_B\frac{x^2e^x}{(e^x-1)^2}.
\]

Let the temperature be $T(z)=T_0+Gz$, and let scattering restore each mode to the local temperature at a rate $1/\tau$. Energy arriving at $z=0$ at angle $\theta$ to the $z$ axis was last scattered a time $s$ ago, at $z=-vs\cos\theta$. For a temperature change per path so small that $\epsilon$ is linear in $T$ over it, the mode brings $\epsilon(T_0)-cGvs\cos\theta$. Its contribution to the flux is this energy times $v\cos\theta$. The first term averages to zero over directions. In the second, the distribution $e^{-s/\tau}/\tau$ gives $\langle s\rangle=\tau$, and
\[
\langle\cos^2\theta\rangle=\frac12\int_{-1}^{1}\mu^2\,d\mu=\frac13 .
\]
The flux is therefore $-\tfrac13cv^2\tau G$, and each mode contributes $\tfrac13cv^2\tau$ to the conductivity.

\subsection*{The lifetime and the sum}

A period is $2\pi/\omega$, so half a period is $\tau=\pi/\omega$. The mean free path is $v\tau=\pi/k$, half a wavelength. Summing over one branch,
\[
\kappa_i=\int_0^{k_D}\frac{k^2}{2\pi^2}\,\frac{c\,v_i^2}{3}\,\frac{\pi}{v_ik}\,dk
=\frac{v_i}{6\pi}\int_0^{k_D}k\,c\,dk .
\]
Now substitute $k=k_BTx/v_i=k_D(T/\Theta_i)x$, which gives $k\,dk=k_D^2(T/\Theta_i)^2x\,dx$:
\[
\kappa_i=\frac{k_Bv_ik_D^2}{6\pi}\left(\frac{T}{\Theta_i}\right)^2
\int_0^{\Theta_i/T}\frac{x^3e^x}{(e^x-1)^2}\,dx .
\]
The numerical factor follows from
\[
\frac{k_D^2}{6\pi}=\frac{(6\pi^2)^{2/3}}{6\pi}n^{2/3}
=\left(\frac{36\pi^4}{216\pi^3}\right)^{1/3}n^{2/3}
=\left(\frac{\pi}{6}\right)^{1/3}n^{2/3}.
\]
The Cahill formula is thus
\begin{equation}
\kappa=\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_i v_i
\left(\frac{T}{\Theta_i}\right)^2\int_0^{\Theta_i/T}\frac{x^3e^x}{(e^x-1)^2}\,dx .
\end{equation}

\subsection*{High temperature: the value 0.27}

For $T\gg\Theta_i$ all $x$ are small, $x^2e^x/(e^x-1)^2\to1$, and the integral tends to $\int_0^{\Theta_i/T}x\,dx=\tfrac12(\Theta_i/T)^2$. The temperature cancels:
\begin{equation}
\kappa_\infty=\frac12\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}(v_L+2v_T).
\end{equation}
No $\hbar$ is left in this expression, so SI values go in directly:
\begin{align*}
\kappa_\infty&=0.4030\times(1.3806\times10^{-23}\ \mathrm{J/K})
\times(9.655\times10^{18}\ \mathrm{m^{-2}})\times(4950\ \mathrm{m/s})\\
&=0.266\ \mathrm{W/(m\,K)}=1.66\ \mathrm{eV/(ns\,nm\,K)} .
\end{align*}
This rounds to 0.27 W/(m\,K). The longitudinal branch supplies 0.121 and each transverse branch 0.0725 W/(m\,K).

Your coefficient was $1/3$ instead of 0.403. The average of $\pi/k$ over the modes explains the ratio:
\[
\langle\ell\rangle=\frac{\int_0^{k_D}k^2(\pi/k)\,dk}{\int_0^{k_D}k^2\,dk}
=\frac{\pi k_D^2/2}{k_D^3/3}=\frac32\,\frac{\pi}{k_D}.
\]
With $\pi/k_D=0.259$ nm this is 0.39 nm, against your spacing of 0.322 nm. The ratio, 1.21, is that of the two coefficients.

\subsection*{Room temperature}

The Debye temperatures are $\Theta_L=208$ K and $\Theta_T=125$ K, so 300 K is not quite the limit. With $y=x/2$,
\[
\frac{x^2e^x}{(e^x-1)^2}=\left(\frac{y}{\sinh y}\right)^2
=1-\frac{y^2}{3}+\frac{y^4}{15}-\dots
=1-\frac{x^2}{12}+\frac{x^4}{240}-\dots
\]
Multiplying by $x$, integrating to $X_i=\Theta_i/T$ and dividing by $X_i^2/2$ gives the correction factor of each branch,
\[
1-\frac{X_i^2}{24}+\frac{X_i^4}{720}-\dots
\]
At 300 K, $X_L=0.694$ and $X_T=0.416$, so the factors are 0.980 and 0.993. Hence
\[
\kappa(300\ \mathrm K)=0.1209\times0.980+2\times0.0725\times0.993
=0.262\ \mathrm{W/(m\,K)},
\]
or 1.64 eV/(ns\,nm\,K). This is 1.3\% below the limit. Because $\sinh y>y$, every mode has $c<k_B$ and the limit is approached from below. With density and speeds held fixed, the formula gives 0.238 W/(m\,K) at 100 K and 0.265 W/(m\,K) at 600 K. It rounds to 0.27 only above about 580 K, where many amorphous telluride films would already have crystallized. For the amorphous layer, 0.27 is therefore best read as the classical limit of the model.

As an independent check, one can add up plane waves in a periodic box, without using $k_D$ or an angular average. I took the 200\,000 lowest wavevectors for 200\,000 atoms, shifted by half a step to avoid $k=0$, and summed $c\,(v_ik_x/k)^2(\pi/\omega)/V$ over modes and branches. The sum is 0.2659 W/(m\,K) in the classical limit and 0.2625 W/(m\,K) at 300 K, in agreement with the formula to about $10^{-4}$ W/(m\,K). The last shell of wavevectors is only partly filled, so the fourth decimal changes by one with the axis or the shift chosen. The sum tests the mode counting and the angular average, not the lifetime rule, which it shares with the formula.

\subsection*{Low temperature}

For $T\ll\Theta_i$ the upper limit of the integral can be taken to infinity. Since $e^x/(e^x-1)^2=-\frac{d}{dx}(e^x-1)^{-1}$, integration by parts gives
\[
\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}dx
=3\int_0^\infty\frac{x^2}{e^x-1}dx
=3\sum_{m=1}^{\infty}\frac{2}{m^3}=6\zeta(3).
\]
With $k_D/\Theta_i=k_B/v_i$, the conductivity becomes
\[
\kappa\to\frac{\zeta(3)}{\pi}k_B^3T^2\sum_i\frac1{v_i}.
\]
In SI units the right side is divided by $\hbar^2$. The density has dropped out, and slow branches now contribute more than fast ones. This is a limit of the formula and not a good description of a cold glass: the surviving waves are long, and the assumption that they lose their energy within half a period is then least credible.

\subsection*{Is it a lower bound?}

No. It is an estimate that depends on a lifetime rule and on a linear dispersion. In the classical limit the integrand is proportional to $k$, so the upper half of the wavenumber range carries $1-(1/2)^2=3/4$ of the heat. Those are the short waves for which $\omega=vk$ is least secure.

To see the effect, keep $n$ and the sound speeds fixed but bend the dispersion:
\[
\omega=\frac{2v_ik_D}{\pi}\sin\frac{\pi u}{2},\qquad u=\frac{k}{k_D},
\qquad \frac{d\omega}{dk}=v_i\cos\frac{\pi u}{2}.
\]
The group velocity replaces $v_i$. If the mean free path stays at $\pi/k$, the classical conductivity is multiplied by
\[
\frac{\int_0^1u\cos(\pi u/2)\,du}{\int_0^1u\,du}
=2\left(\frac2\pi-\frac4{\pi^2}\right)=0.46,
\]
which leaves 0.12 W/(m\,K). If instead the lifetime stays at $\pi/\omega$, the factor is
\[
2\int_0^1\frac{u^2\cos^2(\pi u/2)}{(2/\pi)\sin(\pi u/2)}\,du=0.33,
\]
which leaves 0.09 W/(m\,K). The two readings agree for linear dispersion and differ here. A sine curve is itself only a model for a glass, but it shows that even the first digit of 0.266 depends on the assumed dispersion.

Two other changes raise the result. The shortest path, 0.259 nm, is less than the atomic spacing; forbidding paths below that spacing multiplies $\kappa_\infty$ by 1.04. If modes with $k<0.1k_D$ instead travel 50 nm, the classical conductivity gains
\[
\sum_i\int_0^{0.1k_D}\frac{k^2}{2\pi^2}\,\frac{k_Bv_i}{3}
\left(50\ \mathrm{nm}-\frac{\pi}{k}\right)dk=0.03\ \mathrm{W/(m\,K)} .
\]

This is a bulk value. Across a film only 50 nm thick, with a linear temperature profile and absorbing walls, flights end at the boundaries; these modes then carry about 0.46 of their bulk flux and the gain is about 0.013 W/(m\,K).

\subsection*{In a memory cell}

Your inputs are roughly typical of an amorphous telluride phase-change film, for which measured conductivities are roughly 0.2 W/(m\,K). The agreement in size supports using the formula as an estimate, but given the dispersion factors above it doesn't confirm the assumptions one by one. A real cell also has interfaces. For a 50 nm film at 300 K the layer resistance is $190\ \mathrm{m^2\,K/GW}$. Two interfaces, each with an assumed rough conductance of 50 MW/(m$^2$\,K), together add $40\ \mathrm{m^2\,K/GW}$, and the effective conductivity falls from 0.262 to 0.217 W/(m\,K). The formula also describes the amorphous state alone: on sufficient heating the film crystallizes or melts, and $n$, $v_L$ and $v_T$ no longer apply.

Electrons can be sized with the Wiedemann--Franz estimate $\kappa_e=L\sigma T$, where $L=(\pi^2/3)(k_B/e)^2$ is the value for a degenerate electron gas. At 300 K an assumed $\sigma=10^{-3}$ S/cm, for a poorly conducting amorphous film, gives $7\times10^{-7}$ W/(m\,K). This estimate is more than five orders of magnitude below the lattice value. The degenerate $L$ is not accurate there, and electron--hole pairs can carry considerably more heat than it suggests, but with such a margin the electronic term can still be neglected at low field near room temperature. This does not cover an amorphous layer driven past threshold switching, whose conductivity is far higher; by the same estimate about 36 S/cm gives a tenth of the lattice value at 300 K. For a well conducting state with an assumed 300 S/cm, the estimate is 0.22 W/(m\,K), comparable with the lattice value found here. For such a state an electronic term must be added to a lattice conductivity computed for that state.

For your simulation I would use a measured conductivity of your film if one exists: the model value lies about 30\% above the measured 0.2 W/(m\,K), and your cruder estimate of 0.22 happens to lie closer. Without a measurement, start from 0.26 W/(m\,K) at room temperature, enter the interfaces separately, and lower the layer conductivity by up to a factor of three, the largest reduction found above for the sine model, to see whether the conclusions survive. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
atomic density: 3.0e+28 m^-3
sound speeds L, T: 2250, 1350 m/s
cutoff wavenumber k_D: 12.111 nm^-1
Debye temperature L: 208.1 K
Debye temperature T: 124.9 K
coefficient (1/2)(pi/6)^(1/3): 0.40300
n^(2/3): 9.6549e+18 m^-2
speed sum v_L + 2 v_T: 4950 m/s
high-T limit, L branch: 0.1209 W/(m K)
high-T limit, each T branch: 0.0725 W/(m K)
high-T limit, total: 0.2659 W/(m K)
high-T limit, converted: 1.660 eV/(ns nm K)
kappa at 100 K: 0.2379 W/(m K)
kappa at 300 K: 0.2625 W/(m K)
kappa at 600 K: 0.2650 W/(m K)
kappa at 900 K: 0.2655 W/(m K)
kappa at 300 K, converted: 1.638 eV/(ns nm K)
300 K value below limit by: 1.29 %
series value at 300 K: 0.2625 W/(m K)
modes per branch in box: 200000
box sum, high-T limit: 0.2659 W/(m K)
box sum, 300 K: 0.2625 W/(m K)
box sum, 100 K: 0.2379 W/(m K)
share from upper half of k range: 75.0 %
flux test, numerical/formula: 1.0000000
shortest mean free path: 0.259 nm
atomic spacing n^(-1/3): 0.322 nm
Neglected effects (rough inputs):
bent dispersion, half-period life: factor 0.329
  high-T kappa then: 0.088 W/(m K)
bent dispersion, half-wave path: factor 0.463
  high-T kappa then: 0.123 W/(m K)
path floored at spacing: factor 1.044
film thickness: 50 nm
long waves: k below 0.1 k_D, path = thickness
  added conductivity: 0.032 W/(m K)
interface conductance: 50 MW/(m^2 K)
film resistance, 300 K: 190 m^2 K/GW
two interfaces: 40 m^2 K/GW
effective kappa with interfaces: 0.217 W/(m K)
Lorenz number: 2.443e-08 W ohm/K^2
poor conductor: 1e-03 S/cm
  electronic kappa, 300 K: 7.3e-07 W/(m K)
good conductor: 300 S/cm
  electronic kappa, 300 K: 0.220 W/(m K)
electrons equal lattice at: 358 S/cm (300 K)
\end{verbatim}
